\section*{How strong is the intrinsic plasmon satellite of a core hole?}

\section*{Question}

A photon ejects a core electron from a simple metal. The conduction electrons suddenly face a positive charge and may be left oscillating, at the cost of one or more plasmons. The photoelectron then has less kinetic energy, and satellites appear beside the main line. How strong is the first satellite relative to the main line, how does this ratio depend on the electron density, and what are its values for aluminium and sodium?

\section*{Answer}

\subsection*{What is being estimated}

The intrinsic strength is the intensity of the one-plasmon satellite divided by that of the zero-plasmon line, when the plasmons are created by the hole alone. The photoelectron can also excite plasmons on its way out. Those extrinsic losses, and their interference with the intrinsic ones, are not included, so the result is not the whole measured satellite.

The conduction electrons are treated as a uniform gas of density $n$ on a neutralizing background. The hole is a fixed point charge that appears instantaneously, and the gas responds linearly. Plasmons have one frequency $\omega_p$ for wavevectors $q<q_c$ and are absent for $q>q_c$. Lifetime broadening and electron--hole pairs are left out. The algebra uses atomic units, $\hbar=m=e=1$, with Coulomb energy $1/r$ between unit charges.

\subsection*{One plasmon mode is an oscillator}

Take a periodic box of volume $\Omega$ and displace the electrons along $\mathbf q$ by
\begin{equation}
\mathbf u(\mathbf r)=\hat{\mathbf q}\,Q\sin(\mathbf q\cdot\mathbf r).
\end{equation}
To first order in $Q$, conservation of electrons gives the density change
\begin{equation}
\delta n=-n\nabla\cdot\mathbf u=-nqQ\cos(\mathbf q\cdot\mathbf r).
\label{dn}
\end{equation}
Since $\sin^2$ averages to $1/2$ over the box, the kinetic energy is
\begin{equation}
\frac n2\int \dot{\mathbf u}^2\,d^3r=\frac12M\dot Q^2,\qquad M=\frac{n\Omega}{2}.
\end{equation}

Poisson's equation, $\nabla^2\phi=-4\pi\rho$, shows that a density $\cos(\mathbf q\cdot\mathbf r)$ produces the potential $v_q\cos(\mathbf q\cdot\mathbf r)$ with $v_q=4\pi/q^2$. The Coulomb energy of the wave is therefore
\begin{equation}
\frac12\,v_q\,(nqQ)^2\,\frac{\Omega}{2}
=\frac12\,(4\pi n)\,\frac{n\Omega}{2}\,Q^2
=\frac12M\omega_p^2Q^2,\qquad \omega_p^2=4\pi n.
\end{equation}
The factor $q^2$ from the density cancels the $1/q^2$ of the Coulomb interaction, so the frequency does not depend on $q$. Here the Coulomb force is the sole restoring force. The motion of the individual electrons adds dispersion, which is examined below.

\subsection*{The hole displaces the oscillator}

Put the hole, of charge $+1$, at the origin. An electron at distance $r$ has potential energy $-1/r$ in its field. With Eq.~(\ref{dn}), the interaction energy is
\begin{equation}
-\int\frac{\delta n}{r}\,d^3r=nqQ\,v_q=FQ,\qquad
F=\frac{4\pi n}{q}=\frac{\omega_p^2}{q}.
\end{equation}
The positive sign means that the hole favours negative $Q$, for which electrons accumulate at the origin. The other standing wave with the same $\pm\mathbf q$ has density proportional to $\sin(\mathbf q\cdot\mathbf r)$. Its potential vanishes at the origin, so it does not couple.

Completing the square gives
\begin{equation}
\frac12M\omega_p^2Q^2+FQ=\frac12M\omega_p^2(Q-Q_0)^2-\frac{F^2}{2M\omega_p^2},
\qquad Q_0=-\frac{F}{M\omega_p^2}.
\label{square}
\end{equation}
The frequency is unchanged; the equilibrium point moves and the energy drops. Just after the hole appears, the oscillator is still in its old ground state, where $\langle Q\rangle=0$. The mean energy is then still $\omega_p/2$. If $\nu$ is the mean number of quanta counted from the new ground state, the same energy reads
\begin{equation}
\frac{\omega_p}{2}=\left(\nu+\frac12\right)\omega_p-\frac{F^2}{2M\omega_p^2}.
\end{equation}
Solving for $\nu$ and inserting $F$ and $M$,
\begin{equation}
\nu=\frac{F^2}{2M\omega_p^3}
=\frac{\omega_p^4/q^2}{n\Omega\,\omega_p^3}
=\frac{\omega_p}{n\Omega q^2}
=\frac{4\pi}{\Omega q^2\omega_p},
\label{nu}
\end{equation}
where the last step uses $n=\omega_p^2/4\pi$. This is the number for a pair $\pm\mathbf q$. Each wavevector accounts for half of it, $2\pi/(\Omega q^2\omega_p)$.

\subsection*{Adding the modes}

In a large box, $\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3$. The mean number of plasmons created is
\begin{align}
\beta&=\int_{q<q_c}\frac{d^3q}{(2\pi)^3}\,\frac{2\pi}{q^2\omega_p}
=\frac{4\pi\cdot2\pi}{8\pi^3\omega_p}\int_0^{q_c}\frac{q^2\,dq}{q^2}\nonumber\\
&=\frac{q_c}{\pi\omega_p}.
\end{align}
In ordinary Gaussian units $q_c$ is accompanied by $e^2$ to form an energy, and $\omega_p$ becomes $\hbar\omega_p$:
\begin{equation}
\boxed{\;\beta=\frac{e^2q_c}{\pi\hbar\omega_p}\;}
\label{beta}
\end{equation}
Long waves couple strongly but are few. The two effects cancel, and equal intervals of $q$ contribute equally. The result is finite at small $q$ but proportional to the upper cutoff, so its accuracy rests on the choice of $q_c$.

\subsection*{Why the mean number is also the intensity ratio}

A mean number alone does not fix the line intensities. Write $Q=(b+b^\dagger)/\sqrt{2M\omega_p}$ for each coupled mode, so that $FQ=g(b+b^\dagger)$ with
\begin{equation}
g^2=\frac{F^2}{2M\omega_p}=\nu\omega_p^2.
\label{g}
\end{equation}
All modes have the same frequency. The normalized combination $B=\sum_jg_jb_j/G$, with $G^2=\sum_jg_j^2=\beta\omega_p^2$, is therefore itself an oscillator of frequency $\omega_p$. Combinations orthogonal to it do not couple to the hole. Apart from zero-point energy, the coupled part is
\begin{equation}
H=\omega_pB^\dagger B+G(B+B^\dagger)=\omega_pC^\dagger C-\beta\omega_p,
\qquad C=B+\sqrt\beta .
\label{H}
\end{equation}
Multiplying out $C^\dagger C$ confirms this, since $G=\sqrt\beta\,\omega_p$.

Let $|0\rangle$ be the old ground state, with $B|0\rangle=0$, and let $|k)$ be the new eigenstate with $k$ plasmons, $|k)=(C^\dagger)^k|0)/\sqrt{k!}$. Because $C|0\rangle=\sqrt\beta\,|0\rangle$,
\begin{equation}
(k|0\rangle=\frac{(0|C^k|0\rangle}{\sqrt{k!}}
=\frac{\beta^{k/2}}{\sqrt{k!}}\,(0|0\rangle .
\end{equation}
In the sudden approximation the intensity of line $k$ is $P_k=|(k|0\rangle|^2=P_0\beta^k/k!$. The intensities add to one, which requires $P_0=e^{-\beta}$. Hence
\begin{equation}
P_k=e^{-\beta}\frac{\beta^k}{k!},\qquad
\frac{P_1}{P_0}=\beta,\qquad \frac{P_2}{P_0}=\frac{\beta^2}{2}.
\label{poisson}
\end{equation}
So $\beta$ is the satellite-to-main-line ratio. The satellite's share of the total intensity is the smaller number $\beta e^{-\beta}$.

\subsection*{The energy that goes with the satellites}

By Eq.~(\ref{H}), the final state with $k$ plasmons has energy $(k-\beta)\omega_p$ relative to a gas that has not responded. The photoelectron's kinetic energy is shifted by the opposite amount, $(\beta-k)\omega_p$. The main line is thus raised in kinetic energy by the relaxation energy
\begin{equation}
E_{\rm rel}=\beta\hbar\omega_p=\frac{e^2q_c}{\pi},
\end{equation}
and satellites lie below it at intervals $\hbar\omega_p$. Since the mean of $k$ is $\beta$, the intensity-weighted mean shift is zero: the satellites balance the shift of the main line.

The displaced equilibrium is the screening cloud. From Eqs.~(\ref{dn}) and (\ref{square}), $Q_0=-1/(qM)=-2/(qn\Omega)$, and each pair $\pm\mathbf q$ contributes $(2/\Omega)\cos(\mathbf q\cdot\mathbf r)$ to the density. These are the Fourier components of a unit point charge. The plasmons therefore screen the hole completely at every nonzero $q<q_c$ and not at all at larger $q$, which gives a cloud whose size scales as $1/q_c$; its density falls to half the central value at about $2.5/q_c$.

\subsection*{Choosing the cutoff}

A plasmon stops being a separate excitation when it can decay into an electron--hole pair. Moving an electron from $\mathbf k$ to $\mathbf k+\mathbf q$ costs $\mathbf k\cdot\mathbf q+q^2/2$. Inside the Fermi sphere $k\le k_F$, so the largest cost is $qk_F+q^2/2$. A plasmon of constant frequency meets this edge at
\begin{equation}
\omega_p=q_ck_F+\frac{q_c^2}{2},\qquad
q_c=-k_F+\sqrt{k_F^2+2\omega_p},
\label{qc}
\end{equation}
taking the positive root. Multiplying numerator and denominator of $q_c/(\pi\omega_p)$ by $\sqrt{k_F^2+2\omega_p}+k_F$ gives
\begin{equation}
\beta=\frac{2}{\pi\left(k_F+\sqrt{k_F^2+2\omega_p}\right)}.
\label{scaling}
\end{equation}

This contains the density scaling. For spin-paired electrons $k_F=(3\pi^2n)^{1/3}$, while $\omega_p\propto n^{1/2}$. At high density $k_F^2\gg2\omega_p$, and
\begin{equation}
\beta\to\frac{1}{\pi k_F}\propto n^{-1/3}.
\end{equation}
Neither metal treated below is in this limit: $k_F^2/2\omega_p$ is $0.74$ in aluminium and $0.53$ in sodium. The same expression follows at any density from the cruder cutoff $q_c=\omega_p/k_F$, that is $\omega_p/v_F$, which drops $q_c^2/2$ in Eq.~(\ref{qc}). In the opposite formal limit Eq.~(\ref{scaling}) varies as $\omega_p^{-1/2}\propto n^{-1/4}$, though linear response is then doubtful. A dilute metal has the stronger satellite: its plasmon energy falls faster with density than its cutoff does.

\subsection*{Aluminium and sodium}

The cubic lattice constants of both metals are a little over $4$~\AA. The calculation adopts, as model inputs, $4.05$~\AA\ for face-centred cubic aluminium and $4.29$~\AA\ for body-centred cubic sodium. The cubic cells hold $4\times3=12$ and $2\times1=2$ valence electrons, so
\begin{align}
n_{\rm Al}&=12/(4.05)^3=0.1806~\text{\AA}^{-3},\\
n_{\rm Na}&=2/(4.29)^3=0.0253~\text{\AA}^{-3}.
\end{align}
With the bare electron mass, $k_F=(3\pi^2n)^{1/3}$ gives $1.749$ and $0.909$~\AA$^{-1}$, and $\hbar\omega_p=\hbar\sqrt{4\pi ne^2/m}$ gives $15.78$ and $5.91$~eV.

For the cutoff, Eq.~(\ref{qc}) in ordinary units contains $2m\omega_p/\hbar$ under the root. Using $\omega_p^2=4\pi ne^2/m$ to eliminate $m$, this equals $8\pi e^2n/(\hbar\omega_p)$. With $e^2=14.40$~eV\,\AA\ it is $4.142$~\AA$^{-2}$ for aluminium and $1.551$~\AA$^{-2}$ for sodium. Thus, carrying unrounded values through the arithmetic,
\begin{align}
q_c^{\rm Al}&=-1.749+\sqrt{3.058+4.142}=0.935~\text{\AA}^{-1},\\
q_c^{\rm Na}&=-0.909+\sqrt{0.826+1.551}=0.633~\text{\AA}^{-1}.
\end{align}
Equation~(\ref{beta}) then gives
\begin{align}
\beta_{\rm Al}&=\frac{14.40\times0.935}{\pi\times15.78}=0.27,\\
\beta_{\rm Na}&=\frac{14.40\times0.633}{\pi\times5.91}=0.49 .
\end{align}

The first satellite has about a quarter of the main line's intensity in aluminium and about half in sodium. By Eq.~(\ref{poisson}), the zero-, one- and two-plasmon lines carry 76, 21 and 3 per cent of the intensity in aluminium, and 61, 30 and 7 per cent in sodium. The plasmon relaxation energies $e^2q_c/\pi$ are $4.3$ and $2.9$~eV. Sodium has the larger $\beta$ but the smaller relaxation energy, because in this model the latter follows $q_c$ alone. These are only the plasmon share: with electron--hole pairs included, the static RPA dielectric function introduced below gives $\pi^{-1}\int dq\,[1-1/\epsilon(q,0)]\approx10$ and $6$~eV.

Aluminium is $7.1$ times denser than sodium. Its plasmon energy is $2.67$ times larger and its cutoff $1.48$ times larger, so its $\beta$ is smaller by $2.67/1.48=1.8$. This corresponds to an average power $n^{-0.30}$, between the two limits found above.

\subsection*{How far the flat plasmon can be trusted}

The cruder cutoff $\omega_p/v_F$ gives $0.34$ and $0.66$, larger than the values above by 27 and 35 per cent. A better comparison lets the plasmon disperse, which requires its coupling at each $q$.

Consider an oscillator of frequency $\omega_q$ driven by a hole charge varying as $\cos\omega t$. Its equation of motion, $M\ddot Q=-M\omega_q^2Q-F\cos\omega t$, gives $Q=F\cos\omega t/[M(\omega^2-\omega_q^2)]$. The amplitude of $FQ$ per unit charge is $2\omega_qg^2/(\omega^2-\omega_q^2)$, by Eq.~(\ref{g}) with $\omega_q$ for $\omega_p$. It is also the hole's energy in the potential it induces. For one wavevector this energy is $(v_q/\Omega)(1/\epsilon-1)$, where $\epsilon(q,\omega)$ is the dielectric function. The standing wave contains the two wavevectors $\pm\mathbf q$, so $FQ$ is twice this; write $g^2=2g_q^2$, with $g_q^2$ the share of one wavevector. Near $\omega_q$ the amplitude of $FQ$ is $2g_q^2/(\omega-\omega_q)$. Near the plasmon, $\epsilon\simeq(\omega-\omega_q)\,\partial\epsilon/\partial\omega$. Equating the coefficients of $1/(\omega-\omega_q)$,
\begin{equation}
g_q^2=\frac{v_q}{\Omega}W_q,\qquad
W_q=\left(\frac{\partial\epsilon}{\partial\omega}\right)^{-1}_{\omega=\omega_q}.
\end{equation}
Each mode still gives a Poisson distribution, and a sum of independent Poisson numbers is again Poisson. With $\beta=\sum_{\mathbf q}g_q^2/\omega_q^2$,
\begin{equation}
\beta_{\rm RPA}=\Omega\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{\Omega q^2}\frac{W_q}{\omega_q^2}
=\frac2\pi\int dq\,\frac{W_q}{\omega_q^2}.
\end{equation}

In the random-phase approximation (RPA), independent electrons respond to the total potential energy, external plus induced. Let it be $U e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ plus its complex conjugate, and let $\Delta_{\mathbf k}=\mathbf k\cdot\mathbf q+q^2/2$. First-order perturbation theory mixes $\mathbf k+\mathbf q$ into the state $\mathbf k$ with amplitude $U/(\omega-\Delta_{\mathbf k})$, and $\mathbf k-\mathbf q$ with amplitude $-U^*/(\omega+\Delta_{-\mathbf k})$. Both contribute to the density wave. Summing over the Fermi sphere, where $\mathbf k$ and $-\mathbf k$ are both occupied, and over two spins gives
\begin{equation}
\frac{\delta n_q}{U}=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,
\frac{2\Delta_{\mathbf k}}{\omega^2-\Delta_{\mathbf k}^2},\qquad
\epsilon=1-v_q\frac{\delta n_q}{U}.
\end{equation}
The second relation follows from $U=U_{\rm ext}+v_q\delta n_q$ and $\epsilon=U_{\rm ext}/U$. For small $q$ the term $\mathbf k\cdot\mathbf q$ averages to zero, leaving $\delta n_q/U=nq^2/\omega^2$ and $\epsilon=1-\omega_p^2/\omega^2$. Then $W_q=\omega_p/2$, and the integrand reproduces the flat-plasmon result.

The RPA plasmon rises with $q$ and enters the pair continuum later, at $1.29$~\AA$^{-1}$ in aluminium and $0.86$~\AA$^{-1}$ in sodium. Near these points its energy has reached about $23.5$ and $8.7$~eV, so the satellite is broadened towards larger loss. Numerical integration gives
\begin{equation}
\beta_{\rm RPA}=0.26\ \text{(Al)},\qquad \beta_{\rm RPA}=0.47\ \text{(Na)},
\end{equation}
3 to 4 per cent below the flat-plasmon values. This closeness comes from a cancellation. The later cutoff alone would raise $\beta$ to $0.38$ and $0.67$, but the average of $W_q/\omega_q^2$ is about 30 per cent below its long-wave value. The cancellation is established here for these two densities, not in general. The flat-plasmon and RPA values both round to $\beta\approx0.3$ for aluminium and $0.5$ for sodium. The cruder cutoff, which gives about $0.7$ for sodium, shows how sensitive the estimate is to $q_c$, so no more than one significant figure should be read from it. All these values count only the sharp plasmon. Inside the pair continuum $W_q/\omega_q^2$ is replaced by $\pi^{-1}\int d\omega\,\mathrm{Im}(-1/\epsilon)/\omega^2$, and the part of this at losses above $\hbar\omega_p$ adds about $0.12$ in aluminium and $0.19$ in sodium, some 40 per cent of $\beta_{\rm RPA}$. Even the first figure therefore depends on whether that weight is counted as satellite or as background.

\subsection*{When the estimate fails}

\emph{Linear response.} The plasmon part of the screening cloud has density $\int_{q<q_c}d^3q/(2\pi)^3=q_c^3/(6\pi^2)$ at the hole. Relative to $n=k_F^3/(3\pi^2)$ this is $q_c^3/(2k_F^3)$, or 8 per cent in aluminium and 17 per cent in sodium. These are equilibrium values. After the sudden switch each oscillator swings from $0$ to $2Q_0$, so the peak change is twice as large, 15 and 34 per cent. The long-wave response is thus a modest perturbation in aluminium and a less small one in sodium. The screening at $q>q_c$, which involves electron--hole pairs, is not covered by this argument: with all wavevectors included, the static RPA density induced at a point hole is about $3n$ in aluminium and $5n$ in sodium, too large for linear response close to the hole.

\emph{Size of the hole.} For a spherical hole of mean square radius $\langle r^2\rangle$, the coupling at small $q$ is multiplied by $1-q^2\langle r^2\rangle/6$, and its square by $1-q^2\langle r^2\rangle/3$. Averaging over $0<q<q_c$ reduces $\beta$ by the fraction $q_c^2\langle r^2\rangle/9$. This is below 1 per cent if the root-mean-square radius is less than $0.3/q_c$, about $0.3$~\AA\ in aluminium and $0.5$~\AA\ in sodium. Hartree--Fock $2s$ and $2p$ orbitals of Al$^{3+}$ and Na$^+$ have radii close to these bounds, so for such holes the reduction is about 1 per cent.

\emph{Speed of the photoelectron.} At first the departing electron cancels the hole's field. A wave of wavevector $q$ feels the bare hole only after a time of order $1/(qv)$, where $v$ is the electron's speed. The process is sudden if this is short compared with $1/\omega_p$, hence if $q\gg\omega_p/v$. Since equal intervals of $q$ contribute equally, the affected fraction of $\beta$ scales as $\omega_p/(q_cv)$. The numerical factor is not small. For an electron leaving on a straight path at constant speed inside the bulk, the amplitude for exciting mode $\mathbf q$ is proportional to $1/\omega_p-1/(\omega_p-\mathbf q\cdot\mathbf v)$. The cross term in its square, averaged over directions as a principal value and divided by the intrinsic term $1/\omega_p^2$, is $-x^{-1}\ln|(1+x)/(1-x)|$ with $x=qv/\omega_p$. The integral of $x^{-1}\ln|(1+x)/(1-x)|$ over all $x>0$ is $\pi^2/2$, so for a fast electron the interference removes a fraction of about $(\pi^2/2)\,\omega_p/(q_cv)$, which is $0.68$ in aluminium at $1$~keV in this model; stopping the integral at $x=q_cv/\omega_p$ lowers it to $0.64$. The correction fades slowly, as $1/v$, and a measured ratio should be compared with $\beta$ only after the photoelectron's own losses and the interference have been accounted for.

The numerical check tests the single-mode strength, the sum over wavevectors, the Poisson intensities and the long-wave RPA coupling.

\section*{Table of computed values}
\begin{verbatim}
e^2 = 14.3996 eV angstrom
Al: lattice constant (input) = 4.05 angstrom
Al: valence electrons per cubic cell = 12
Al: electron density = 0.18064 angstrom^-3
Al: Fermi wavevector = 1.7488 angstrom^-1
Al: plasmon energy = 15.782 eV
Al: cutoff q_c, flat plasmon = 0.9346 angstrom^-1
Al: strength beta = 0.2714
Al: beta, box sum, length L = 0.2652
Al: beta, box sum, length 2L = 0.2682
Al: beta, box sums extrapolated = 0.2712
Al: zero-plasmon fraction = 0.7623
Al: one-plasmon fraction = 0.2069
Al: two-plasmon fraction = 0.0281
Al: second satellite / main line = 0.0368
Al: relaxation energy = 4.284 eV
Al: crude cutoff omega_p/v_F = 1.1843 angstrom^-1
Al: beta with crude cutoff = 0.3440
Al: RPA plasmon cutoff = 1.2925 angstrom^-1
Al: RPA plasmon energy near cutoff = 23.526 eV
Al: flat-plasmon beta at RPA cutoff = 0.3754
Al: beta from RPA plasmon pole = 0.2620
Al: one-mode test, box length = 8.0 angstrom
Al: one-mode test, wavevector = 0.7854 angstrom^-1
Al: one-mode satellite ratio, grid = 0.03631
Al: one-mode satellite ratio, formula = 0.03630
Na: lattice constant (input) = 4.29 angstrom
Na: valence electrons per cubic cell = 2
Na: electron density = 0.02533 angstrom^-3
Na: Fermi wavevector = 0.9086 angstrom^-1
Na: plasmon energy = 5.910 eV
Na: cutoff q_c, flat plasmon = 0.6331 angstrom^-1
Na: strength beta = 0.4910
Na: beta, box sum, length L = 0.4798
Na: beta, box sum, length 2L = 0.4852
Na: beta, box sums extrapolated = 0.4906
Na: zero-plasmon fraction = 0.6120
Na: one-plasmon fraction = 0.3005
Na: two-plasmon fraction = 0.0738
Na: second satellite / main line = 0.1205
Na: relaxation energy = 2.902 eV
Na: crude cutoff omega_p/v_F = 0.8536 angstrom^-1
Na: beta with crude cutoff = 0.6620
Na: RPA plasmon cutoff = 0.8583 angstrom^-1
Na: RPA plasmon energy near cutoff = 8.724 eV
Na: flat-plasmon beta at RPA cutoff = 0.6656
Na: beta from RPA plasmon pole = 0.4747
\end{verbatim}
